\section*{Self-Consistent Harmonic Frequency of a Quartic Double-Well Phonon at Finite Temperature}

\section{What the harmonic formula cannot give}

A high-symmetry oxide polymorph in a gate stack may have a phonon coordinate along which its energy first falls. Harmonic theory then has no free energy to offer for that polymorph. Take one coordinate $q$ with effective mass $M$ and
\begin{equation}
H=\frac{p^2}{2M}+V(q),\qquad V(q)=-\frac a2q^2+\frac b4q^4,\qquad a,b>0 .
\label{H}
\end{equation}
Keeping only the quadratic term gives $\omega^2=-a/M<0$. The classical integral $\int dq\,e^{aq^2/2kT}$ diverges, and the oscillator free energy $kT\ln[2\sinh(\omega/2kT)]$ is not real and finite for imaginary $\omega$. Dropping the mode removes its entropy along with the difficulty.

I use Hartree atomic units, $\hbar=1$, and write mHa for $10^{-3}$ hartree. Setting $V'=q(-a+bq^2)=0$ puts the minima at $\pm d$ with $d^2=a/b$. There $V=-a^2/(4b)$, so the barrier is $E_b=a^2/(4b)$.

The example has round model parameters and represents no particular material: $M=30000$ electron masses, $d=0.50$ bohr, $E_b=1$ mHa. Since $E_b=ad^2/4$,
\[
a=\frac{4E_b}{d^2}=0.016\ \frac{\text{Ha}}{\text{bohr}^2},\qquad
b=\frac a{d^2}=0.064\ \frac{\text{Ha}}{\text{bohr}^4}.
\]
The bare frequency is imaginary, with modulus $\sqrt{a/M}=0.7303$ mHa. Coupling to other modes and to strain is left out throughout.

\section{Simple case: a Gaussian at zero temperature}

At $T=0$ the mean energy of any normalized state is at least the ground-state energy, because it is a weighted average of energy levels. Try the ground state of an oscillator of mass $M$, frequency $\Omega$ and centre $q=0$. Its density $P$ is Gaussian with variance $s=1/(2M\Omega)$. Since $qP=-sP'$, integration by parts gives
\[
\langle q^4\rangle=-s\int q^3P'\,dq=3s\langle q^2\rangle=3s^2 .
\]
The kinetic energy is half the zero-point energy, $\Omega/4$, so
\begin{equation}
E(\Omega)=\frac\Omega4-\frac a2s+\frac{3b}4s^2 .
\end{equation}
With $ds/d\Omega=-1/(2M\Omega^2)$,
\[
\frac{dE}{d\Omega}=\frac14-\frac{1}{2M\Omega^2}\,\frac{-a+3bs}{2}=0
\quad\Longrightarrow\quad M\Omega^2=-a+3bs .
\]
Inserting $s$ and multiplying by $\Omega/M$ gives
\begin{equation}
\Omega^3+\frac aM\Omega=\frac{3b}{2M^2}.
\label{cubic}
\end{equation}
The left side rises from zero without limit, so there is one positive root.

\emph{Limit.} For a stable oscillator, put $a=-K$ with $K>0$ and let $b\to0$. The condition becomes $M\Omega^2=K$, as it must.

For the double well the root is $\Omega=0.1876$ mHa, with $s=0.0888$ bohr$^2$. The quartic term contributes $3bs=0.01706$ Ha/bohr$^2$, slightly more than $a=0.016$. The real frequency is what remains after a near cancellation.

\section{From energy to free energy}

At $T>0$ a mixed trial state is needed, and with it a bound on the free energy. Let $H|m\rangle=E_m|m\rangle$ with thermal weights $w_m=e^{(F-E_m)/kT}$. Let the trial Hamiltonian obey $H_0|n\rangle=\varepsilon_n|n\rangle$ with weights $p_n=e^{(F_0-\varepsilon_n)/kT}$. Both sets of weights sum to one; the sum for $H$ converges because the quartic term confines the coordinate.

The overlaps $O_{nm}=|\langle n|m\rangle|^2$ sum to one over either index. Apply $\ln y\le y-1$ to $y=w_m/p_n$:
\[
\sum_{nm}p_nO_{nm}\ln\frac{w_m}{p_n}\le\sum_{nm}O_{nm}(w_m-p_n)=1-1=0 .
\]
The logarithm is $(F-E_m-F_0+\varepsilon_n)/kT$. Moreover $\sum_mO_{nm}E_m=\langle n|H|n\rangle$. The left side is therefore $(F-F_0-\langle H-H_0\rangle_0)/kT$, and
\begin{equation}
F\le F_0+\langle H-H_0\rangle_0 ,
\label{GB}
\end{equation}
where $\langle\cdots\rangle_0$ is the thermal average with $H_0$. This is the Gibbs--Bogoliubov inequality.

\emph{Limit.} As $T\to0$, $F$ and $F_0$ become ground-state energies, the terms in $H_0$ cancel, and the bound of the previous section returns.

\section{Thermal moments and the bound}

Allow the trial oscillator a centre $c$:
\[
H_0=\frac{p^2}{2M}+\frac{M\Omega^2}{2}x^2,\qquad x=q-c .
\]
In terms of ladder operators, $x=(\eta+\eta^\dagger)/\sqrt{2M\Omega}$. Acting twice on level $n$,
\[
\begin{aligned}
2M\Omega\,x^2|n\rangle={}&\sqrt{(n+1)(n+2)}\,|n+2\rangle+(2n+1)|n\rangle\\
&+\sqrt{n(n-1)}\,|n-2\rangle .
\end{aligned}
\]
The middle component gives $\langle n|x^2|n\rangle=(2n+1)/(2M\Omega)$. The squared norm gives
\[
\begin{aligned}
(2M\Omega)^2\langle n|x^4|n\rangle&=(n+1)(n+2)+(2n+1)^2+n(n-1)\\
&=6n^2+6n+3 .
\end{aligned}
\]

With $r=e^{-\Omega/kT}$ the weights are $p_n=(1-r)r^n$. Differentiating the geometric series once and twice gives $\langle n\rangle=r/(1-r)\equiv N$ and $\langle n(n-1)\rangle=2N^2$, so $\langle n^2\rangle=2N^2+N$. Also $2N+1=(1+r)/(1-r)=\coth(\Omega/2kT)$. Hence
\begin{equation}
s\equiv\langle x^2\rangle_0=\frac{1}{2M\Omega}\coth\frac{\Omega}{2kT},
\label{s}
\end{equation}
and, from $6(2N^2+N)+6N+3=3(2N+1)^2$, again $\langle x^4\rangle_0=3s^2$. Odd moments vanish by reflection. Therefore
\[
\langle q^2\rangle_0=c^2+s,\qquad \langle q^4\rangle_0=c^4+6c^2s+3s^2 .
\]

The trial partition function is $e^{-\Omega/2kT}/(1-r)=1/[2\sinh(\Omega/2kT)]$. The kinetic terms cancel in $H-H_0$, so the right side of \eqref{GB} is
\begin{equation}
\begin{aligned}
F_v(\Omega,c)={}&kT\ln\!\left[2\sinh\frac{\Omega}{2kT}\right]-\frac a2(c^2+s)\\
&+\frac b4(c^4+6c^2s+3s^2)-\frac{M\Omega^2}{2}s .
\end{aligned}
\label{Fv}
\end{equation}

\section{The self-consistent frequency}

The first term of \eqref{Fv} has the derivative $\frac12\coth(\Omega/2kT)=M\Omega s$. The explicit $\Omega^2$ in the last term gives $-M\Omega s$, and these two cancel. What remains comes through $s$:
\begin{equation}
\frac{\partial F_v}{\partial\Omega}=\frac12\frac{\partial s}{\partial\Omega}
\left[-a+3b(c^2+s)-M\Omega^2\right].
\label{grad}
\end{equation}
Both $1/\Omega$ and $\coth(\Omega/2kT)$ fall with $\Omega$, so $\partial s/\partial\Omega<0$ and the bracket must vanish. Since $V''=-a+3bq^2$, this means $M\Omega^2=\langle V''\rangle_0$: the trial spring constant is the curvature averaged over the trial motion. For $c=0$,
\begin{equation}
\boxed{M\Omega^2=-a+\frac{3b}{2M\Omega}\coth\frac{\Omega}{2kT}} .
\label{gap}
\end{equation}

Define $G=M\Omega^2+a-3bs$. It rises steadily from $-\infty$ to $+\infty$ as $\Omega$ runs from zero to infinity, so \eqref{gap} has one positive root at every temperature. By \eqref{grad}, $F_v$ falls below the root and rises above it, so the root is the minimum over $\Omega$. At fixed $\Omega$, heating increases $s$ and lowers $G$, which moves the root up. The centred mode hardens on heating.

\emph{Cold limit.} As $\coth\to1$, \eqref{gap} becomes \eqref{cubic}.

\emph{Classical limit.} For $kT\gg\Omega$, $s\to kT/(M\Omega^2)$. Writing $u=M\Omega^2$ turns \eqref{gap} into $u^2+au-3bkT=0$, with positive root
\begin{equation}
M\Omega^2=\frac{-a+\sqrt{a^2+12bkT}}2 .
\label{classical}
\end{equation}
If also $12bkT\gg a^2$, then $\Omega\to(3bkT/M^2)^{1/4}$. The ratio $12bkT/a^2$ equals $3kT/E_b$. It is about $11$ at 1200 K in the example, so the correction from $a$, of relative order $(3kT/E_b)^{-1/2}$ in $M\Omega^2$, is still appreciable there.

\emph{Numbers at 300 K.} Here $kT=0.9500$ mHa and the root is $\Omega=0.5111$ mHa, or $112.2$ cm$^{-1}$. To check it by hand, $\Omega/2kT=0.2690$ has hyperbolic cotangent $3.807$, so
\[
s=\frac{3.807}{2(30000)(0.5111\times10^{-3})}=0.1241\ \text{bohr}^2 ,
\]
\[
-a+3bs=-0.01600+0.02384=0.00784\ \text{Ha/bohr}^2 .
\]
Dividing by $M$ and taking the root returns $0.511$ mHa. The classical formula \eqref{classical} gives $0.5065$ mHa, about $0.9\%$ below the root of \eqref{gap}. Direct minimization of the bound, assembled from level sums and ladder matrix elements, agrees with \eqref{gap} to within one part in $10^5$ at six temperatures from 0 to 1200 K.

\section{Letting the centre move}

A centred trial is a choice, and it must compete with displaced ones. At each $c$ the bracket in \eqref{grad} again has one zero in $\Omega$, by the same argument. Let $\Phi(c)$ be $F_v$ at that frequency. Because $\partial F_v/\partial\Omega=0$ there, only the explicit $c$ contributes to the slope:
\begin{equation}
\Phi'(c)=c\left[-a+b(c^2+3s)\right].
\label{slope}
\end{equation}
At $c=0$ this gives $\Phi''(0)=-a+3bs=M\Omega^2>0$. The centred solution is therefore a local minimum at every temperature. A small static force $f$ adds $-fc$ to the bound and shifts the centre by $f/(M\Omega^2)$, so $M\Omega^2$ is also the static stiffness of the centred solution. This holds only at $c=0$: at the displaced minimum found below, $\Phi''$ is smaller than $M\Omega^2$ ($0.0167$ against $0.0239$ Ha/bohr$^2$ at 100 K), because the width readjusts as the centre moves. A finite-difference curvature at 300 K gives $0.007835$ Ha/bohr$^2$, against $M\Omega^2=0.007836$.

For $c\ne0$, a zero slope requires $c^2=a/b-3s$. Inserted into $M\Omega^2=-a+3b(c^2+s)$, this gives
\begin{equation}
M\Omega^2=2a-6bs=2bc^2 .
\label{disp}
\end{equation}

\emph{Limit.} If $b\to0$ at fixed $a$, the wells move far apart and the solution with finite $s$ has $M\Omega^2\to2a$. This is $V''(\pm d)$, the ordinary harmonic stiffness of one well.

To count the displaced solutions, follow the optimal frequency as $c$ changes. With $u=M\Omega^2$, the frequency condition reads $c^2=(u+a)/(3b)-s$, which increases with $u$. Substitution in \eqref{slope} gives
\[
\Phi'(c)=\frac c3\,h(u),\qquad h(u)=u+6bs-2a .
\]
The product formula $\sinh z=z\prod_{n\ge1}(1+z^2/n^2\pi^2)$ has the logarithmic derivative $\coth z=1/z+\sum_{n\ge1}2z/(z^2+n^2\pi^2)$. With $z=\Omega/2kT$,
\begin{equation}
s=\frac{kT}{M}\sum_{n=-\infty}^{\infty}\frac1{\Omega^2+(2\pi nkT)^2}.
\end{equation}
Every term is convex in $\Omega^2$, hence $h$ is strictly convex in $u$ and has at most two zeros. At $T=0$, $s\propto u^{-1/2}$ is convex too. At each zero $c^2=u/(2b)>0$, so both are true displaced solutions. When there are two, $\Phi'$ is positive, negative, then positive as $c$ grows from zero: the smaller solution is a barrier and the larger a minimum.

\section{Where the displaced branch ends}

Heating raises $s$ at fixed $u$, and so raises $h$. The two zeros approach, merge and disappear. The displaced minimum, being the larger zero, softens on heating, whereas the centred solution hardens.

\emph{Classical limit.} With $s=kT/u$, the condition $h=0$ becomes $u(2a-u)=6bkT$. The left side is at most $a^2$, reached at $u=a$, so the branch ends at
\begin{equation}
kT=\frac{a^2}{6b}=\frac23E_b ,
\end{equation}
which is $210.5$ K here. With quantum fluctuations retained it ends at $188.1$ K.

\emph{Cold limit.} With $s=1/(2M\Omega)$, $h=0$ becomes $\Omega(2a-M\Omega^2)=3b/M$. The left side is largest at $M\Omega^2=2a/3$, so displaced solutions exist at $T=0$ if
\begin{equation}
\frac{4a}{3}\sqrt{\frac{2a}{3M}}\ge\frac{3b}{M}.
\end{equation}
A light mass or a shallow well can violate this. Then $h>0$ at all temperatures and the centred solution has no competitor.

The example satisfies the condition. At 100 K the displaced minimum has $c=0.4323$ bohr and $\Omega=0.8930$ mHa. Equation \eqref{disp} can be checked directly: $2bc^2=0.128\times0.4323^2=0.0239$ Ha/bohr$^2$, which equals $M\Omega^2$. Its bound is $-0.5305$ mHa, below the centred $-0.4559$ mHa, so the displaced trial is the better one.

The two bounds are equal at $132.3$ K. On heating through this point the best trial jumps from $c=0.419$ bohr to zero, and its frequency from $0.865$ to $0.376$ mHa. The displaced solution survives as a local minimum up to $188.1$ K.

This jump is an artefact. The true partition function $\sum_m e^{-E_m/kT}$ converges uniformly near every positive temperature, also when $1/kT$ is given a small imaginary part. It is therefore analytic and positive, and $F$ has no kink. Reflection symmetry makes the true mean of $q$ zero. A crystal of many coupled coordinates can have a real transition, but this calculation neither establishes nor locates one.

\section{How far the frequency can be trusted}

Diagonalizing \eqref{H} on a grid gives a reference for the same one-coordinate model, with a small discretization error. The reference frequency $W_{\rm stat}$ is defined by setting $MW_{\rm stat}^2$ equal to the reference static stiffness.

\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & $\Omega$ & $W_{\rm stat}$ & centred bound & reference $F$\\
0 & 0.188 & 0.050 & $-0.285$ & $-0.538$\\
300 & 0.511 & 0.397 & $-1.317$ & $-1.651$\\
1200 & 0.821 & 0.704 & $-7.524$ & $-8.041$
\end{tabular}
\end{center}
All entries except $T$ are in mHa. Relative to the reference, the centred frequency is too high by a factor of about $3.8$ at 0 K, by $29\%$ at 300 K and by $17\%$ at 1200 K. The bound lies above the reference free energy by $0.33$ mHa at 300 K and $0.52$ mHa at 1200 K. The absolute error grows, but as a fraction of $kT$ it falls from $0.35$ to $0.14$. It does not fall to zero: for $kT\gg E_b$ the motion is classical and purely quartic, its density is still not Gaussian, and the error tends to $0.047\,kT$ while $\Omega$ stays about $8\%$ above $W_{\rm stat}$.

The shape of the trial density shows what is missing. A centred Gaussian is largest at $q=0$, whereas the classical density $e^{-V/kT}$ has a minimum there and peaks at $\pm d$. At 300 K the trial gives $\langle q^2\rangle=0.124$ bohr$^2$ and the reference $0.204$. The trial value rises steadily with temperature. The reference value does not: it is $0.201$, $0.206$ and $0.202$ bohr$^2$ at 0, 100 and 200 K.

Nor is $\Omega$ an excitation energy of $H$. At 0 K the centred trial has $\Omega=0.188$ mHa, while the lowest reference excitation is $0.028$ mHa and the next is $0.658$ mHa. The displaced trial gives a much better energy at 0 K, $-0.512$ mHa against the reference $-0.538$, but it places the coordinate in one well and breaks the reflection symmetry.

Within the one-coordinate model, \eqref{gap} thus supplies a real frequency and \eqref{Fv} an upper bound on the free energy. A comparison of real polymorphs also needs their static energies, their other modes and the couplings left out here, so what follows concerns only the model free energies. A difference between two such upper bounds is not itself a bound. Each bound errs upward, so the true difference, higher minus lower, is at least the difference of the bounds minus the error of the higher one. The sign is therefore assured if the difference of the bounds exceeds that error. For the centred trial in this example the error is $0.25$ mHa at 0 K and $0.52$ mHa at 1200 K.

\section*{Numbers as computed}
\begin{verbatim}
INPUT AND POTENTIAL
mass M = 30000 electron masses
well position d = 0.50 bohr
barrier = 1.000 mHa
a = 0.016000 Ha/bohr^2
b = 0.064000 Ha/bohr^4
bare imaginary frequency, modulus = 0.7303 mHa
  the same = 160.3 cm^-1
CENTRED SOLUTION AT 300 K
kT = 0.95004 mHa
W = 0.51108 mHa = 112.17 cm^-1
W/(2kT) = 0.26898 (no unit)
coth(W/(2kT)) = 3.80698 (no unit)
s = 0.124147 bohr^2
3 b s = 0.0238362 Ha/bohr^2
M W^2 = 0.0078362 Ha/bohr^2
numerical curvature at c=0 = 0.0078352 Ha/bohr^2
classical W = 0.50654 mHa
CENTRED TRIAL (W, s, bound) AND GRID REFERENCE (F, q2, Wstat)
T/K  W/mHa  s/bohr^2  bound/mHa  F/mHa  q2/bohr^2  Wstat/mHa
   0 0.1876 0.08883 -0.28498 -0.53843 0.20077 0.0500
 100 0.3377 0.10116 -0.45591 -0.77235 0.20609 0.2308
 200 0.4397 0.11354 -0.83728 -1.15858 0.20208 0.3267
 300 0.5111 0.12415 -1.31737 -1.65135 0.20404 0.3968
 600 0.6531 0.14997 -3.09952 -3.49015 0.22035 0.5379
1200 0.8210 0.18866 -7.52384 -8.04087 0.25658 0.7036
W at 0 K = 41.18 cm^-1
W at 1200 K = 180.19 cm^-1
grid lowest excitation E1-E0 = 0.02845 mHa
grid next excitation E2-E0 = 0.65769 mHa
DISPLACED SOLUTIONS
0 K minimum: W = 0.91264 mHa, c = 0.44183 bohr
0 K minimum: bound = -0.51166 mHa
0 K barrier: W = 0.20850 mHa, c = 0.10094 bohr
100 K minimum: W = 0.89302 mHa, c = 0.43233 bohr
100 K minimum: bound = -0.53050 mHa
100 K barrier: W = 0.41476 mHa, c = 0.20079 bohr
end of displaced branch: T = 188.13 K
  frequency there = 0.7105 mHa
classical end of branch: T = 210.52 K
ARTIFICIAL JUMP
equal free energies at T = 132.34 K
displaced W = 0.8651 mHa, c = 0.4188 bohr
centred W = 0.3759 mHa
common bound = -0.56497 mHa
grid free energy there = -0.88222 mHa
\end{verbatim}
